# When Self-Interaction Error Delocalizes a Localized Hole on Two Sites: verification in Python

```python
"""
Result under test: a hole on two equivalent sites, localized by a lattice
distortion, is artificially delocalized by a convex self-interaction error
when its curvature U reaches U_c = 4*E_R - 2*t.

Symbols: t hopping; q antisymmetric lattice coordinate; K stiffness;
g coupling; E_R = g^2/(2K); n1, n2 site occupations with n1 + n2 = 1;
m = n1 - n2; site error -(U/2) n (1-n); A = E_R - U/4;
W barrier between the two localized minima; d static site-energy difference;
a fraction of Fock exchange. Model energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from pyscf import dft, gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

T, K, G = 0.2, 30.0, 6.0
E_R = G**2 / (2 * K)
THETA = np.linspace(0, np.pi, 2001)
Q = np.linspace(-0.3, 0.3, 601)


def energy(theta, q, U, t=T, d=0.0):
    """Energy from the amplitudes (cos theta, sin theta) and q."""
    c1, c2 = np.cos(theta), np.sin(theta)
    n1, n2 = c1**2, c2**2
    error = -0.5 * U * (n1 * (1 - n1) + n2 * (1 - n2))
    lattice = 0.5 * K * q**2 - G * q * (n1 - n2)
    return -2 * t * c1 * c2 + lattice + error - 0.5 * d * (n1 - n2)


def global_minimum(U, t=T, d=0.0):
    """Grid search over all states, then local refinement."""
    grid = energy(THETA[:, None], Q[None, :], U, t, d)
    i, j = np.unravel_index(np.argmin(grid), grid.shape)
    start = np.array([THETA[i], Q[j]])
    simplex = np.array([start, start + [0.02, 0.0], start + [0.0, 0.004]])
    res = minimize(lambda x: energy(x[0], x[1], U, t, d),
                   start, method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, xatol=1e-9,
                                fatol=1e-15, maxiter=5000, maxfev=10000))
    return np.cos(2 * res.x[0]), res.x[1], res.fun


def relaxed_electron_energy(q, U):
    """Lowest energy at fixed q; for U >= 0 there is a single minimum."""
    return minimize_scalar(lambda x: energy(x, q, U),
                           bounds=(0, np.pi / 2), method="bounded",
                           options=dict(xatol=1e-9)).fun


def self_consistent_m(U, t=T):
    """Repeated diagonalization of the effective site Hamiltonian."""
    m = 0.9
    for _ in range(3000):
        n1, n2 = (1 + m) / 2, (1 - m) / 2
        q = G * m / K
        h = np.array([[U * (n1 - 0.5) - G * q, -t],
                      [-t, U * (n2 - 0.5) + G * q]])
        c = np.linalg.eigh(h)[1][:, 0]
        m = 0.5 * m + 0.5 * (c[0]**2 - c[1]**2)
    return m


def formula_m(U, t=T):
    A = E_R - U / 4
    return np.sqrt(1 - (t / (2 * A))**2) if 2 * A > t else 0.0


def formula_barrier(U, t=T):
    A = E_R - U / 4
    return (2 * A - t)**2 / (4 * A) if 2 * A > t else 0.0


def lowest_hessian_eigenvalue(U, t=T):
    """Finite-difference stability of the evenly shared state."""
    h, x = 1e-3, np.pi / 4
    e = lambda a, b: energy(x + a * h, b * h, U, t)
    tt = (e(1, 0) - 2 * e(0, 0) + e(-1, 0)) / h**2
    qq = (e(0, 1) - 2 * e(0, 0) + e(0, -1)) / h**2
    tq = (e(1, 1) - e(1, -1) - e(-1, 1) + e(-1, -1)) / (4 * h**2)
    return np.linalg.eigvalsh([[tt, tq], [tq, qq]])[0]


# Threshold from numerical stability, compared with the formula
U_c = 4 * E_R - 2 * T
U_c_numeric = brentq(lowest_hessian_eigenvalue, 0.0, 5.0)
assert abs(U_c_numeric - U_c) < 1e-4
print(f"hopping t = {T:.3f} eV")
print(f"stiffness K = {K:.1f} eV/angstrom^2")
print(f"coupling g = {G:.1f} eV/angstrom")
print(f"relaxation energy E_R = {E_R:.4f} eV")
print(f"threshold U_c, formula = {U_c:.4f} eV")
print(f"threshold U_c, numerical Hessian = {U_c_numeric:.4f} eV")
print(f"threshold U_c = {U_c / HARTREE:.5f} hartree")

# Both sides of the threshold
print("global minima: U (eV), A (eV), |m|, larger n, |q| (angstrom), W (eV)")
for U in (0.0, 1.0, 1.8, 1.95, 2.05, 2.2, 3.0):
    m, q, e_min = global_minimum(U)
    assert abs(abs(m) - formula_m(U)) < 2e-5
    assert abs(abs(self_consistent_m(U)) - formula_m(U)) < 2e-5
    assert abs(q - G * m / K) < 1e-5
    W = energy(np.pi / 4, 0.0, U) - e_min
    assert abs(W - formula_barrier(U)) < 1e-8
    if U < U_c:
        # Relax the electron at each q and find the top between the minima
        path = Q[np.abs(Q) <= abs(q) + 1e-3]
        profile = np.array([relaxed_electron_energy(x, U) for x in path])
        top = np.argmax(profile)
        assert abs(path[top]) < 1e-9
        assert abs(profile[top] - e_min - W) < 1e-8
    print(f"  {U:.2f}  {E_R - U / 4:.4f}  {abs(m):.4f}  "
          f"{(1 + abs(m)) / 2:.4f}  {abs(q):.4f}  {abs(W):.5f}")

# Concave error acting on a hole that is truly delocalized
t_big, U_concave = 1.4, -0.8
U_c_big = 4 * E_R - 2 * t_big
m_true = abs(global_minimum(0.0, t_big)[0])
m_concave = abs(global_minimum(U_concave, t_big)[0])
U_c_big_numeric = brentq(
    lambda u: lowest_hessian_eigenvalue(u, t_big), -2.0, 2.0)
assert abs(U_c_big_numeric - U_c_big) < 1e-4
assert m_true < 2e-5
assert abs(m_concave - formula_m(U_concave, t_big)) < 2e-5
assert m_concave > 0.1
print(f"concave case: t = {t_big:.2f} eV, U_c = {U_c_big:.3f} eV")
print(f"concave case: |m| without error = {m_true:.4f}")
print(f"concave case: |m| at U = {U_concave:.2f} eV is {m_concave:.4f}")

# A static site difference rounds the threshold
print("static difference at U = U_c: d (eV), m, (d/t)^(1/3)")
for d in (1e-4, 1e-3, 5e-2):
    m_d = global_minimum(U_c, d=d)[0]
    estimate = (d / T)**(1 / 3)
    assert m_d > 0
    if d < 5e-4:
        assert abs(m_d / estimate - 1) < 0.01
    print(f"  {d:.4f}  {m_d:.4f}  {estimate:.4f}")
m_far = global_minimum(3.0, d=0.05)[0]
assert m_far > 0
print(f"m at U = 3.00 eV and d = 0.05 eV: {m_far:.4f}")

# Critical fraction of Fock exchange
U_0 = 3.0
a_c = 1 - U_c / U_0
assert abs(global_minimum((1 - (a_c - 0.02)) * U_0)[0]) < 2e-5
assert abs(global_minimum((1 - (a_c + 0.02)) * U_0)[0]) > 0.1
print(f"unmixed curvature U0 = {U_0:.2f} eV, critical a_c = {a_c:.4f}")

# Real functional: one electron shared by two distant protons.
# A frozen 1s orbital needs only s functions.
R = 6.0
basis = {"H": [[0, [0.05 * 2.2**k, 1.0]] for k in range(12)]}
atom = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
atom_core = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
orbital = eigh(atom_core, atom.intor("int1e_ovlp"))[1][:, 0]
pair = gto.M(atom=f"H 0 0 0; H 0 0 {R}", basis=basis,
             charge=1, spin=1, verbose=0)
overlap = pair.intor("int1e_ovlp")
hf = scf.uhf.UHF(pair)
core = hf.get_hcore()


def make_functional(xc):
    ks = dft.UKS(pair)
    ks.xc = xc
    ks.grids.build()
    return ks


local_x = make_functional("LDA,")
hybrid_x = make_functional("0.25*HF+0.75*LDA,")


def density_matrix(n1):
    c = np.concatenate([np.sqrt(n1) * orbital,
                        np.sqrt(1 - n1) * orbital])
    c /= np.sqrt(c @ overlap @ c)
    return np.array([np.outer(c, c), np.zeros_like(overlap)])


# Site integrals of the 1s density, in hartree
enclosed = lambda r: 1 - np.exp(-2 * r) * (1 + 2 * r + 2 * r**2)
J = quad(lambda r: (enclosed(r) / r)**2, 1e-5, np.inf)[0]
rho = lambda r: np.exp(-2 * r) / np.pi
X = 0.75 * (6 / np.pi)**(1 / 3) * quad(
    lambda r: 4 * np.pi * r**2 * rho(r)**(4 / 3), 0, np.inf)[0]
V = BOHR / R
print(f"1s self-repulsion J = {J * HARTREE:.3f} eV")
print(f"1s local exchange energy, magnitude = {X * HARTREE:.3f} eV")
print(f"intersite repulsion V at {R:.1f} angstrom = {V * HARTREE:.3f} eV")
print("error of local exchange: n1, computed (eV), site formula (eV)")
errors = {}
for n1 in (1.0, 0.75, 0.5):
    n2 = 1 - n1
    dm = density_matrix(n1)
    exact = np.sum(core * dm[0]) + pair.energy_nuc()
    # Fock exchange must cancel the self-repulsion of one electron
    assert abs(hf.energy_tot(dm) - exact) < 1e-8
    err = (local_x.energy_tot(dm) - exact) * HARTREE
    err_hybrid = (hybrid_x.energy_tot(dm) - exact) * HARTREE
    assert abs(err_hybrid - 0.75 * err) < 1e-5
    site = HARTREE * (0.5 * J * (n1**2 + n2**2) + V * n1 * n2
                      - X * (n1**(4 / 3) + n2**(4 / 3)))
    # Finite basis and small overlap limit the agreement
    assert abs(err - site) < 0.03
    errors[n1] = err
    print(f"  {n1:.2f}  {err:.3f}  {site:.3f}")
assert errors[0.5] < errors[0.75] < errors[1.0]
for n1 in (0.75, 0.5):
    U_eff = (errors[1.0] - errors[n1]) / (n1 * (1 - n1))
    print(f"effective U from n1 = {n1:.2f}: {U_eff:.3f} eV")

print("finished without a failed check")
```

Running it gives:

```
hopping t = 0.200 eV
stiffness K = 30.0 eV/angstrom^2
coupling g = 6.0 eV/angstrom
relaxation energy E_R = 0.6000 eV
threshold U_c, formula = 2.0000 eV
threshold U_c, numerical Hessian = 2.0000 eV
threshold U_c = 0.07350 hartree
global minima: U (eV), A (eV), |m|, larger n, |q| (angstrom), W (eV)
  0.00  0.6000  0.9860  0.9930  0.1972  0.41667
  1.00  0.3500  0.9583  0.9792  0.1917  0.17857
  1.80  0.1500  0.7454  0.8727  0.1491  0.01667
  1.95  0.1125  0.4581  0.7291  0.0916  0.00139
  2.05  0.0875  0.0000  0.5000  0.0000  0.00000
  2.20  0.0500  0.0000  0.5000  0.0000  0.00000
  3.00  -0.1500  0.0000  0.5000  0.0000  0.00000
concave case: t = 1.40 eV, U_c = -0.400 eV
concave case: |m| without error = 0.0000
concave case: |m| at U = -0.80 eV is 0.4841
static difference at U = U_c: d (eV), m, (d/t)^(1/3)
  0.0001  0.0792  0.0794
  0.0010  0.1698  0.1710
  0.0500  0.5716  0.6300
m at U = 3.00 eV and d = 0.05 eV: 0.0500
unmixed curvature U0 = 3.00 eV, critical a_c = 0.3333
1s self-repulsion J = 17.007 eV
1s local exchange energy, magnitude = 7.294 eV
intersite repulsion V at 6.0 angstrom = 2.400 eV
error of local exchange: n1, computed (eV), site formula (eV)
  1.00  1.210  1.210
  0.75  -0.354  -0.354
  0.50  -0.936  -0.937
effective U from n1 = 0.75: 8.340 eV
effective U from n1 = 0.50: 8.584 eV
finished without a failed check
```
